# Why Baird's Rule Reverses Aromaticity in the Lowest Triplet: a program that tests the result

```python
"""Baird's rule in pi-electron models: parity of the electron number per spin.

Result under test: a ring of N = 4m sites is destabilised in its singlet
(2m + 2m electrons) and stabilised in its lowest triplet (2m+1 and 2m-1),
relative to open chains; for N = 4m+2 both signs are reversed.
Symbols: t = hopping strength (energy unit, set to 1), N = number of sites,
n = electrons of one spin, g = end energy of a long open chain,
Delta = E_ring - E_chain + g,
D = half of (energy with normal closure - energy with sign-reversed closure).
Energies of independent electrons come from diagonalized hopping matrices;
energies with repulsion come from full configuration interaction (FCI).
"""
from itertools import combinations
import numpy as np
from scipy.linalg import eigvalsh
from scipy.sparse import csr_matrix, diags, identity, kron
from scipy.sparse.linalg import eigsh

pi = np.pi
rng = np.random.default_rng(7)


def levels(N, closure):
    """Orbital energies; closure = 1 ring, 0 open chain, -1 reversed ring."""
    h = np.zeros((N, N))
    for i in range(N - 1):
        h[i, i + 1] = h[i + 1, i] = -1.0
    h[0, N - 1] = h[N - 1, 0] = -closure
    return eigvalsh(h)


def spin_numbers(N, state):
    shift = {"S": 0, "T": 1, "Q": 2}[state]
    return N // 2 + shift, N // 2 - shift


def total(eps, state):
    return sum(eps[:n].sum() for n in spin_numbers(len(eps), state))


def ring_formula(N, state):
    x = pi / N
    if N % 4 == 0:
        return -4 / np.tan(x)
    return -4 / np.sin(x) + (4 * np.sin(x) if state == "T" else 0.0)


def chain_formula(N, state):
    y = pi / (2 * (N + 1))
    return 2 * (1 - 1 / np.sin(y)) + (4 * np.sin(y) if state == "T" else 0.0)


def expected_sign(N, state):
    """-1 stabilised, +1 destabilised, as Hueckel's and Baird's rules say."""
    return -1 if (N % 4 == 2) == (state == "S") else 1


# --- one-spin energies, shell closure and closure contrast ---
for N in range(4, 31):
    ring, reverse = levels(N, 1), levels(N, -1)
    for n in range(1, N):
        e_closed = -2 * np.sin(pi * n / N) / np.sin(pi / N)
        e_one_spin = e_closed * (1 if n % 2 else np.cos(pi / N))
        assert abs(ring[:n].sum() - e_one_spin) < 1e-10
        assert (ring[n] - ring[n - 1] > 1e-6) == (n % 2 == 1)
        contrast = (ring[:n].sum() - reverse[:n].sum()) / 2
        formula = (-1) ** n * np.sin(pi * n / N) * np.tan(pi / (2 * N))
        assert abs(contrast - formula) < 1e-10

# --- end energy of the open chain, extrapolated from diagonalization ---
g = 2 - 4 / pi
end_400 = total(levels(400, 0), "S") + 4 * 400 / pi
end_800 = total(levels(800, 0), "S") + 4 * 800 / pi
g_numeric = 2 * end_800 - end_400   # removes the 1/N term, leaves 1/N^2
assert abs(g_numeric - g) < 1e-5

# --- total energies and the sign of Delta for many ring sizes ---
for N in range(4, 201, 2):
    ring, chain = levels(N, 1), levels(N, 0)
    for state in "ST":
        e_ring, e_chain = total(ring, state), total(chain, state)
        assert abs(e_ring - ring_formula(N, state)) < 1e-9
        assert abs(e_chain - chain_formula(N, state)) < 1e-9
        assert (e_ring - e_chain + g) * expected_sign(N, state) > 0

# --- large-ring limits of N*Delta; the corrections fall off as 1/N ---
limits = {}
for N in (400, 402):
    ring, chain = levels(N, 1), levels(N, 0)
    for state in "ST":
        scaled = N * (total(ring, state) - total(chain, state) + g)
        target = -pi / 2 if expected_sign(N, state) < 0 else 3 * pi / 2
        assert abs(scaled - target) < 7 / N
        limits[N, state] = (scaled, target)

print("All energies in units of t; S singlet, T triplet")
print(f"End energy g: formula {g:.5f}, from chains {g_numeric:.5f}")
for N in (4, 8):
    text = " ".join(f"{e + 0.0:.3f}" for e in np.round(levels(N, 1), 9) + 0.0)
    print(f"Ring levels N={N}: {text}")
print("Independent electrons (Hueckel):")
print(" N state spins   E_ring  E_chain     bare    Delta        D")
bare = {}
for N in (4, 6, 8, 10):
    ring, chain, reverse = (levels(N, c) for c in (1, 0, -1))
    for state in "ST":
        a, b = spin_numbers(N, state)
        er, ec = total(ring, state), total(chain, state)
        d = (er - total(reverse, state)) / 2
        assert d * expected_sign(N, state) > 0
        bare[N, state] = er - ec
        print(f"{N:2d}   {state}   {a}+{b} {er:9.4f}{ec:9.4f}"
              f"{er - ec:+9.4f}{er - ec + g:+9.4f}{d:+9.4f}")
print("(bare = E_ring - E_chain)")
# The bare difference has the wrong sign in these two cases.
assert bare[4, "S"] > 0 and bare[8, "S"] < 0
assert bare[6, "T"] > 0 and bare[10, "T"] < 0
print("Promotion energy E_T - E_S:")
for N in (4, 6, 8, 10):
    up_ring = total(levels(N, 1), "T") - total(levels(N, 1), "S")
    up_chain = total(levels(N, 0), "T") - total(levels(N, 0), "S")
    print(f" N={N:2d} ring {abs(up_ring):.4f}  chain {up_chain:.4f}")
print("N*Delta for large rings, computed and limit:")
for (N, state), (scaled, target) in limits.items():
    print(f" N={N} {state}: {scaled:+.4f}  limit {target:+.4f}")


# --- full configuration interaction with repulsion ---
def one_spin_sector(N, n, closure):
    """Hopping matrix and occupations for n electrons of one spin."""
    configs = list(combinations(range(N), n))
    index = {c: k for k, c in enumerate(configs)}
    hop = np.zeros((len(configs), len(configs)))
    occ = np.zeros((len(configs), N))
    for k, c in enumerate(configs):
        occ[k, list(c)] = 1
        for i in c:
            for j in ((i + 1) % N, (i - 1) % N):
                if j in c:
                    continue
                rest = [s for s in c if s != i]
                passed = sum(s < i for s in c) + sum(s < j for s in rest)
                amplitude = closure if {i, j} == {0, N - 1} else 1.0
                new = index[tuple(sorted(rest + [j]))]
                hop[new, k] -= amplitude * (-1) ** passed
    return hop, occ


def fci(N, state, closure, U, V, site):
    n_up, n_down = spin_numbers(N, state)
    hop_up, occ_up = one_spin_sector(N, n_up, closure)
    hop_down, occ_down = one_spin_sector(N, n_down, closure)
    charge = occ_up[:, None, :] + occ_down[None, :, :] - 1
    diagonal = (U * occ_up @ occ_down.T + charge @ site
                + 0.5 * ((charge @ V) * charge).sum(axis=-1))
    H = (kron(csr_matrix(hop_up), identity(len(hop_down)))
         + kron(identity(len(hop_up)), csr_matrix(hop_down))
         + diags(diagonal.ravel())).tocsr()
    if H.shape[0] <= 400:
        return eigvalsh(H.toarray())[0]
    start = rng.normal(size=H.shape[0])
    return eigsh(H, k=1, which="SA", v0=start, ncv=40,
                 return_eigenvectors=False)[0]


def favoured_closure(N, state):
    return 1 if spin_numbers(N, state)[0] % 2 else -1


# Without repulsion the many-electron code must give the orbital sums.
for N in (4, 6):
    for state in "ST":
        for closure in (1, 0, -1):
            free = fci(N, state, closure, 0.0, np.zeros((N, N)), np.zeros(N))
            assert abs(free - total(levels(N, closure), state)) < 1e-9

# The favoured closure makes all off-diagonal elements non-positive,
# and the other closure does not.
for N in (4, 6, 8):
    for n in range(1, N):
        good = 1 if n % 2 else -1
        assert one_spin_sector(N, n, good)[0].max() <= 0
        assert one_spin_sector(N, n, -good)[0].max() > 0

# Random occupation-dependent interactions and site energies.
random_cases = 0
for N in (4, 6):
    for _ in range(6):
        U_random = rng.uniform(-2, 6)
        V_random = rng.uniform(-1, 2, (N, N))
        V_random = (V_random + V_random.T) / 2
        np.fill_diagonal(V_random, 0)
        site_random = rng.uniform(-1, 1, N)
        for state in "ST":
            good = favoured_closure(N, state)
            e_good, e_cut, e_bad = (
                fci(N, state, c, U_random, V_random, site_random)
                for c in (good, 0, -good))
            assert e_good < e_bad and e_good < e_cut
            random_cases += 1

# Pariser-Parr-Pople model on regular polygons.
U = 4.0
print(f"Repulsion, FCI: U = {U:.1f} t, V = U/sqrt(1+r^2), r in bonds")
print(" normal, reversed: energy relative to the cut ring")
gaps = {}
for N in (4, 6, 8):
    site_index = np.arange(N)
    separation = np.abs(site_index[:, None] - site_index[None, :])
    r = np.sin(pi * separation / N) / np.sin(pi / N)
    V = U / np.sqrt(1 + r**2)
    np.fill_diagonal(V, 0)
    energy = {}
    for state in "ST":
        for closure in (1, 0, -1):
            energy[state, closure] = fci(N, state, closure, U, V, np.zeros(N))
        plus, cut, minus = (energy[state, c] for c in (1, 0, -1))
        d = (plus - minus) / 2
        assert d * expected_sign(N, state) > 0
        assert min(plus, minus) < cut
        assert cut >= (plus + minus) / 2 - 1e-9
        print(f" N={N} {state}: normal {plus - cut:+.4f}"
              f"  reversed {minus - cut:+.4f}  D {d:+.4f}")
    # Spin identity: lowest energies rise with the spin projection.
    quintet = fci(N, "Q", 1, U, V, np.zeros(N))
    assert energy["S", 1] < energy["T", 1] < quintet
    gaps[N] = energy["T", 1] - energy["S", 1]
for N, gap in gaps.items():
    print(f" Ring N={N}: E_T - E_S = {gap:.4f}")
print(f"Random interactions obeying the parity rule: {random_cases}")
print("no test failed")
```

Running it gives:

```
All energies in units of t; S singlet, T triplet
End energy g: formula 0.72676, from chains 0.72676
Ring levels N=4: -2.000 0.000 0.000 2.000
Ring levels N=8: -2.000 -1.414 -1.414 0.000 0.000 1.414 1.414 2.000
Independent electrons (Hueckel):
 N state spins   E_ring  E_chain     bare    Delta        D
 4   S   2+2   -4.0000  -4.4721  +0.4721  +1.1989  +0.8284
 4   T   3+1   -4.0000  -3.2361  -0.7639  -0.0372  -0.5858
 6   S   3+3   -8.0000  -6.9879  -1.0121  -0.2853  -0.5359
 6   T   4+2   -6.0000  -6.0978  +0.0978  +0.8246  +0.4641
 8   S   4+4   -9.6569  -9.5175  -0.1393  +0.5874  +0.3978
 8   T   5+3   -9.6569  -8.8229  -0.8339  -0.1071  -0.3675
10   S   5+5  -12.9443 -12.0533  -0.8909  -0.1642  -0.3168
10   T   6+4  -11.7082 -11.4841  -0.2241  +0.5026  +0.3013
(bare = E_ring - E_chain)
Promotion energy E_T - E_S:
 N= 4 ring 0.0000  chain 1.2361
 N= 6 ring 2.0000  chain 0.8901
 N= 8 ring 0.0000  chain 0.6946
 N=10 ring 1.2361  chain 0.5693
N*Delta for large rings, computed and limit:
 N=400 S: +4.7111  limit +4.7124
 N=400 T: -1.5564  limit -1.5708
 N=402 S: -1.5721  limit -1.5708
 N=402 T: +4.7266  limit +4.7124
Repulsion, FCI: U = 4.0 t, V = U/sqrt(1+r^2), r in bonds
 normal, reversed: energy relative to the cut ring
 N=4 S: normal +0.2568  reversed -1.1323  D +0.6945
 N=4 T: normal -0.6471  reversed +0.1406  D -0.3939
 N=6 S: normal -0.9324  reversed -0.0830  D -0.4247
 N=6 T: normal -0.0626  reversed -0.6998  D +0.3186
 N=8 S: normal -0.2414  reversed -0.8316  D +0.2951
 N=8 T: normal -0.6916  reversed -0.2021  D -0.2448
 Ring N=4: E_T - E_S = 0.1035
 Ring N=6: E_T - E_S = 1.6088
 Ring N=8: E_T - E_S = 0.1308
Random interactions obeying the parity rule: 24
no test failed
```
